# The Doniach-Sunjic Line Shape from Fermi-Level Phase Shifts, part 2

A core-level photoemission line from a metal is to be fitted. Does its maximum mark the threshold, is its width the lifetime width, and how wide an energy window may enter the fit and the area?

The model has zero temperature, non-interacting conduction electrons and a suddenly created hole with a static short-range potential \(V\). The energy left in the Fermi sea is \(\varepsilon=h\nu-E_{\rm kin}-E_{\rm th}\), zero at threshold and positive towards higher binding energy. Units are SI, with some energies also in eV; \(\theta\) is the step function. Without lifetime broadening the spectrum is
\[A_0(\varepsilon)=\frac1{\pi\hbar}{\rm Re}\int_0^\infty dt\,e^{i\varepsilon t/\hbar}g(t),\]
equivalently \(g(t)=\int A_0\,e^{-i\varepsilon t/\hbar}d\varepsilon\), with \(g(0)=1\).

For one channel with phase shift \(\delta\), \(\eta=\delta/\pi\) and level spacing \(\Delta\), the chiral model gives the boson formula
\[\ln g=\eta^2\sum_{m\ge1}\frac{e^{-ma}}m\big(e^{-im\Delta t/\hbar}-1\big),\]
a sum over electron-hole pair energies \(m\Delta\). For \(\Delta,a\to0\) at fixed cutoff energy \(\xi=\Delta/a\) this becomes \(g(t)=(1+i\xi t/\hbar)^{-\eta^2}\). With all channels and a common exponential cutoff, \(\alpha\) replaces \(\eta^2\). The long-time law, argued but not proved for a real band, is
\[g(t)\to(i\xi t/\hbar)^{-\alpha},\qquad\alpha=2\sum_l(2l+1)\Big(\frac{\delta_l(E_F)}\pi\Big)^2=\sum_l\frac{q_l^2}{2(2l+1)},\]
where \(q_l=2(2l+1)\delta_l/\pi\) is the screening charge in partial wave \(l\). The Friedel sum rule is \(Z=2\sum_l(2l+1)\delta_l/\pi\).

The printed numbers also include earlier tests. The chain has hopping \(-J\) (`J_hop` is \(J\)) and potential \(-uJ\) on site 1, so \(\tan\delta=u\sin k/(1-u\cos k)\). There "exact" means \((\delta/\pi)^2\), "Born" puts \(u\sin k\) for \(\delta\), and the overlap exponent is the power of \(1/N\) with which the squared ground-state overlap of \(N\) particles falls. The level shift is in units of \(\Delta\), and the Fumi shift is \(\Delta E=-\int^{E_F}\delta\,dE/\pi\). "DS" labels the closed form of entry 7.

### 5. The spectrum of a stable hole

From \(\int_0^\infty\varepsilon^{\alpha-1}e^{-\beta\varepsilon}d\varepsilon=\Gamma(\alpha)\beta^{-\alpha}\) with \(\beta=1/\xi+it/\hbar\), the function whose transform is \((1+i\xi t/\hbar)^{-\alpha}\) is
\[A_0(\varepsilon)=\theta(\varepsilon)\,\frac{\varepsilon^{\alpha-1}e^{-\varepsilon/\xi}}{\Gamma(\alpha)\,\xi^\alpha}.\]
Dropping \(1/\xi\) from \(\beta\) shows that the pure power \(\varepsilon^{\alpha-1}/[\Gamma(\alpha)\xi^\alpha]\) belongs to \((i\xi t/\hbar)^{-\alpha}\). Limit: \(g(0)=1\) gives unit weight, and the fraction below any fixed \(W\ll\xi\) is \((W/\xi)^\alpha/\Gamma(1+\alpha)\to1\) as \(\alpha\to0\), which restores the delta function.

### 6. Lifetime

Let the hole state couple with element \(w\) to a flat, wide continuum of density \(\rho\), independently of the Fermi sea. Eliminating the continuum amplitudes from the Schrödinger equation gives
\[\dot c=-\frac{|w|^2\rho}{\hbar^2}\int_0^tdt'\,c(t')\int dE\,e^{-iE(t-t')/\hbar}=-\frac{\pi|w|^2\rho}{\hbar}\,c ,\]
since the energy integral is \(2\pi\hbar\,\delta(t-t')\) and the endpoint takes half of it. The amplitude decays as \(e^{-\gamma t/\hbar}\) with \(\gamma=\pi|w|^2\rho\) and the population as \(e^{-t/\tau}\), so \(\gamma=\hbar/2\tau\). Diagonalising a level on 800 continuum states spread over \(\pm80\gamma\) reproduces the amplitude to 0.0011 in absolute value at \(t=1,2,3\ \hbar/\gamma\); at much shorter times the finite band width gives a larger deviation, of order \(2\gamma/(\pi\cdot80\gamma)\approx0.01\). Each line of \(A_0\) at \(\varepsilon'\) becomes \((\pi\hbar)^{-1}{\rm Re}\int_0^\infty e^{[i(\varepsilon-\varepsilon')-\gamma]t/\hbar}dt=(\gamma/\pi)/[(\varepsilon-\varepsilon')^2+\gamma^2]\), so multiplying \(g\) by \(e^{-\gamma t/\hbar}\) convolves \(A_0\) with this Lorentzian. For \(\alpha<1\) the long-time law governs the integral if \(\gamma,|\varepsilon|\ll\xi\), while for larger \(\alpha\) the error falls more slowly (entry 8); the zero-temperature assumption is safe when \(k_BT\ll\gamma\).

### 7. The closed form

Let \(z=(\gamma-i\varepsilon)/\hbar\). The identity \(\int_0^\infty t^{-\alpha}e^{-zt}dt=\Gamma(1-\alpha)z^{\alpha-1}\) holds for real \(z>0\) and \(\alpha<1\) by scaling \(t\), and for \({\rm Re}\,z>0\) because both sides are analytic there. Write \(\gamma-i\varepsilon=re^{-i\varphi}\) with \(r=\sqrt{\varepsilon^2+\gamma^2}\), \(\varphi=\arctan(\varepsilon/\gamma)\), and \(i^{-\alpha}=e^{-i\pi\alpha/2}\). The powers of \(\hbar\) combine as \(\hbar^{-1}\hbar^{\alpha}\hbar^{1-\alpha}=1\), and
\[A=\frac{\Gamma(1-\alpha)}{\pi\xi^\alpha}\,r^{\alpha-1}\,{\rm Re}\,e^{i[(1-\alpha)\varphi-\pi\alpha/2]} .\]
Since the cosine is even,
\[A(\varepsilon)=\frac{\Gamma(1-\alpha)\cos\big[\pi\alpha/2-(1-\alpha)\arctan(\varepsilon/\gamma)\big]}{\pi\,\xi^\alpha\,(\varepsilon^2+\gamma^2)^{(1-\alpha)/2}} .\]
On the kinetic-energy axis \(\varepsilon\to-\varepsilon\) and the inner sign becomes plus. The convolution of the pure power converges for \(0<\alpha<2\), its integrand falling as \(\varepsilon'^{\alpha-3}\). Both sides are analytic in \(\alpha\) there, the pole of \(\Gamma(1-\alpha)\) at \(\alpha=1\) being cancelled by \(\cos(\pi/2)=0\), so the formula continues. Direct quadrature confirms it for \(\alpha\) from 0.05 to 1.4.

Limits. For \(\alpha\to0\), \(\cos\varphi/\pi r=\gamma/\pi r^2\) is the Lorentzian. For \(\varepsilon\gg\gamma\), \(\varphi\approx\pi/2-\gamma/\varepsilon\) turns the cosine into \(\sin[\pi\alpha+(1-\alpha)\gamma/\varepsilon]\), and \(\Gamma(\alpha)\Gamma(1-\alpha)=\pi/\sin\pi\alpha\) returns the pure power; for small \(\alpha\) the two terms in the sine are equal near \(\varepsilon\approx\gamma/\pi\alpha\), beyond which the power-law tail dominates. For \(\varepsilon\ll-\gamma\), \(\varphi\approx-\pi/2+\gamma/|\varepsilon|\) makes the cosine \(\sin[(1-\alpha)\gamma/|\varepsilon|]\), so \(A\to\gamma\,\Gamma(2-\alpha)|\varepsilon|^{\alpha-2}/\pi\xi^\alpha\). This vanishes with \(\gamma\): the constant phase \(-\pi\alpha/2\) is what empties the side below threshold.

Peak. Differentiating \((\gamma-i\varepsilon)^{\alpha-1}\) gives \(i(1-\alpha)r^{\alpha-2}e^{i(2-\alpha)\varphi}\), so \(dA/d\varepsilon\propto-\sin[(2-\alpha)\varphi-\pi\alpha/2]\), which for \(\alpha<1\) (for \(1\le\alpha<2\) the argument stays between \(-\pi\) and 0, and \(A\) rises without a maximum) vanishes at
\[\varepsilon_{\max}=\gamma\tan\frac{\pi\alpha}{4-2\alpha}.\]
Area. For \(\alpha<1\) the weight of \(A\) from \(-\infty\) up to \(W\gg\gamma\), the side below threshold included, is that of the pure power below \(W\), because the Lorentzian has unit area: \((W/\xi)^\alpha/\Gamma(1+\alpha)\) up to a relative correction \(-\alpha\cot(\pi\alpha)\,\gamma/W\), whose coefficient diverges as \(\alpha\to1\). It grows without bound. The shape is not normalisable, because the long-time law violates \(g(0)=1\). The program tests the peak, both tails and the weight.

### 8. The error of dropping the cutoff

Keep \((1+i\xi t/\hbar)^{-\alpha}\) and substitute \(y=p\,(1+i\xi t/\hbar)\) with \(p=(\gamma-i\varepsilon)/i\xi=-(\varepsilon+i\gamma)/\xi\). Then \(zt=y-p\) and \(dt=\hbar\,dy/(i\xi p)\), so
\[A_\xi=\frac1\pi{\rm Re}\Big[\frac{e^p\,p^{\alpha-1}\,\Gamma(1-\alpha,p)}{i\xi}\Big].\]
The path \(y=p+zt\) starts below the real axis and can cross it only for \(\varepsilon<0\), where \({\rm Re}\,y>0\), so the principal branch applies. Use \(\Gamma(1-\alpha,p)=\Gamma(1-\alpha)-p^{1-\alpha}[1/(1-\alpha)-p/(2-\alpha)+\dots]\). The first term is the closed form times \(e^{-\varepsilon/\xi}\), with \((1-\alpha)\varphi\) replaced by \((1-\alpha)\varphi-\gamma/\xi\). The second is imaginary at leading order and then adds \(\gamma/[\pi(1-\alpha)(2-\alpha)\xi^2]\). Near threshold this constant is of relative size \((\gamma/\xi)^{2-\alpha}\), so for \(\alpha<1\) the error relative to \(A\) is of order \(|\varepsilon+i\gamma|/\xi\), while for \(1<\alpha<2\) the constant dominates and the error falls only as \(\xi^{\alpha-2}\); at \(\alpha=0.3\), \(\varepsilon=2\gamma\) it is 0.00827 for \(\xi=200\gamma\) and 0.00417 for \(\xi=400\gamma\). Far below threshold the two first-order effects have opposite signs and nearly cancel when \(\alpha\) is small: \((1+|\varepsilon|/\xi)\,[1-|\varepsilon|/(1-\alpha)\xi]\approx1-\alpha|\varepsilon|/(1-\alpha)\xi\). These figures belong to the exponential cutoff, which lowers the electron-hole pair spectrum linearly in the pair energy \(\omega\), and they do not give the size of band effects in general. At second order in \(V\) the coupling of levels \(E_F-x\) and \(E_F+y\) is symmetric in the two levels, so its linear variation is proportional to \(y-x\) and averages to zero over \(x+y=\omega\); a smooth real band can therefore follow the closed form over a much wider range.

### 9. Worked example

Take round model parameters: an electron gas of density \(n=2.5\times10^{28}\ {\rm m^{-3}}\), a spherical well of radius \(R=2.5\times10^{-10}\) m and depth \(V_0\), and \(\tau=5\times10^{-15}\) s. Then \(k_F=(3\pi^2n)^{1/3}=9.046\times10^9\ {\rm m^{-1}}\), \(k_FR=2.2615\) and \(E_F=\hbar^2k_F^2/2m_e=4.995\times10^{-19}\) J. Matching the logarithmic derivative of \(j_l(Kr)\), \(K=k_F\sqrt{1+V_0/E_F}\), to that of \(j_l(k_Fr)-\tan\delta_l\,y_l(k_Fr)\) at \(R\) gives
\[\tan\delta_l=\frac{k_Fj_l'(k_FR)j_l(KR)-Kj_l(k_FR)j_l'(KR)}{k_Fy_l'(k_FR)j_l(KR)-Ky_l(k_FR)j_l'(KR)},\]
which the program tests against the variable-phase equation. Requiring \(Z=1\) fixes \(V_0=0.3743E_F=1.870\times10^{-19}\) J. There is no bound state, since \(\sqrt{2m_eV_0}\,R/\hbar=1.384<\pi/2\). The phase shifts are 0.4527, 0.2850, 0.0468 and 0.0039 rad for \(l=0\) to 3, so
\[\alpha=2\Big(\frac{0.45271}{\pi}\Big)^2+6\Big(\frac{0.28499}{\pi}\Big)^2+\dots=0.04153+0.04937+0.00221+0.00002=0.0931 .\]
The p waves hold 0.544 of the charge and give the largest part; spreading the charge over many channels brings \(\alpha\) far below 1/2.

The half width is \(\gamma=\hbar/2\tau=1.0546\times10^{-20}\ {\rm J}=0.0658\) eV. The cutoff is not derived from the well but chosen as \(\xi=E_F\), so \(\xi/\gamma=47.4\) and \((\gamma/\xi)^\alpha=0.698\). At threshold \(\gamma A=1.06316\cos(0.09314\,\pi/2)\times0.69815/\pi=0.2337\), against 0.3183 for the Lorentzian. The peak lies at \(\gamma\tan[0.09314\,\pi/(4-0.18628)]=0.0769\gamma=8.11\times10^{-22}\ {\rm J}=0.0051\) eV above threshold. The half widths are \(1.035\gamma\) below and \(1.217\gamma\) above the peak, a ratio of 1.176, and their sum is \(2.252\gamma=2.375\times10^{-20}\ {\rm J}=0.148\) eV. Reading this as \(2\gamma\) overestimates \(\gamma\) by 13%.

For the exponential cutoff the window follows from \(\gamma A\) against \(\gamma A_\xi\). At \(\varepsilon=2\gamma\) they are 0.0745 and 0.0732, a 1.7% difference relative to \(A\); at \(10\gamma\), 0.01089 and 0.00935, 14%; at \(30\gamma\), 0.00343 and 0.00199, 42%. At \(-10\gamma\) they are 0.002631 and 0.002587, only 1.7% apart although \(|\varepsilon|/\xi=0.21\); the first-order estimate of entry 8 is \(0.0931\times0.21/0.907\approx2\%\). It gives only the size: the second-order part of the first term (\(-2.7\%\) of \(A\)) and the constant \(\gamma/[\pi(1-\alpha)(2-\alpha)\xi^2]\) (\(+3.1\%\)) are each larger and nearly cancel one another. With this cutoff the closed form stays within 2% from \(-10\gamma\) to \(2\gamma\). These deviations are those of the exponential cutoff and not of the well, whose pair spectrum has no linear term at second order in \(V_0\) (entry 8). The asymptotic weight \((W/\xi)^\alpha/\Gamma(1+\alpha)\) of entry 7 is 1.05 at \(W=\xi\), where the correction of order \(\gamma/\pi W\) lowers it by less than 0.01 and leaves it above the unit total, and 1.61 at \(W=100\xi\), so an area taken from the closed form has meaning only together with its upper limit.

## Numbers as computed

```
chiral model eta=0.6, a=0.4: max |det - boson formula| = 1.3e-12
random rank-one model: overlap^2 det = 0.00373535, product = 0.00373535
chain u=0.9, kF=pi/2: overlap exponent 0.05404, exact 0.05441, Born 0.08207
chain u=0.9, kF=pi/4: overlap exponent 0.11167, exact 0.11207, Born 0.04104
chain u=-0.9, kF=pi/4: overlap exponent 0.01387, exact 0.01394, Born 0.04104
chain u=0.7, kF=pi/2: delta/pi 0.19440, level shift 0.19448, charge 0.19440
  Fumi shift -0.445485 J_hop, level sum -0.445336 J_hop
  |g(t)| exponent 0.03767, exact 0.03779, Born 0.04965
  phase of g -0.05917 rad, -pi alpha/2 = -0.05936 rad
decay amplitude: max deviation from exp(-gam t) = 0.0011
convolution versus closed form: max relative error 3.8e-15
cutoff error, alpha=0.3, eps=2 gam: 0.00827 (xi=200 gam), 0.00417 (xi=400 gam)
n = 2.500e+28 m^-3, R = 2.500e-10 m, tau = 5.000e-15 s
k_F = 9.04594e+09 m^-1, k_F R = 2.26148
E_F = xi = 4.99506e-19 J
well depth V0 = 1.86964e-19 J, V0/E_F = 0.37430
sqrt(2 m V0) R/hbar = 1.3836 (bound state needs 1.5708)
l=0: delta 0.45271 rad, charge 0.28820, alpha part 0.041530
l=1: delta 0.28499 rad, charge 0.54428, alpha part 0.049374
l=2: delta 0.04675 rad, charge 0.14881, alpha part 0.002214
l=3: delta 0.00391 rad, charge 0.01744, alpha part 0.000022
l=4: delta 0.00021 rad, charge 0.00121, alpha part 0.000000
Friedel sum (l<=8) = 1.000000
alpha = 0.09314, Gamma(1-alpha) = 1.06316, Gamma(alpha) = 10.24421
gam = 1.05457e-20 J = 0.06582 eV, xi/gam = 47.3658
(gam/xi)^alpha = 0.69815
peak shift = 0.07688 gam = 8.1072e-22 J = 0.00506 eV
peak height = 2.22781e+19 1/J, Lorentzian peak = 3.01838e+19 1/J
half width below peak = 1.03512 gam, above peak = 1.21697 gam
asymmetry ratio above/below = 1.17568
FWHM = 2.25209 gam = 2.3750e-20 J = 0.14824 eV
eps/gam, then gam*A (dimensionless): DS, with cutoff, Lorentzian
   -10  0.002631  0.002587  0.003152
    -2  0.046485  0.046274  0.063662
     0  0.233738  0.233041  0.318310
     2  0.074498  0.073225  0.063662
    10  0.010892  0.009350  0.003152
    30  0.003428  0.001988  0.000353
asymptotic DS weight up to W = xi: 1.04805, up to 100 xi: 1.60940
```
